# Transfer Length from the End and Front Resistances of a Contact

Two equal metal contacts on a thin conducting layer have a resistance that rises linearly with the gap between them. Extrapolated to zero resistance, the line meets the length axis at a negative gap, and half of that distance is often read as the transfer length, the distance over which current passes from the layer into the metal. The reading assumes that the layer has the same sheet resistance beneath the metal as in the gap, and that the contact is much longer than the transfer length. In the example below the sheet resistance is 150 ohm per square beneath the metal and 100 in the gap, and the contact is only 1.47 transfer lengths long. The intercept then gives 136 nm, while the transfer length is 81.65 nm. The unequal sheet resistances contribute a factor 1.5 to this excess and the short contact a factor 1.11. A specific contact resistance formed as front resistance times width times this false length is 13.616 × 0.13616 = 1.85 ohm µm², against a true value of 1.00.

Gap data on contacts of a single length cannot repair this. They give the sheet resistance of the gap and the front resistance of the contact, and in the latter the sheet resistance beneath the metal is mixed with the specific contact resistance. One further voltage, taken at the far end of the contact, can. (A second set of contacts of another length can also separate the two, through the length dependence of the front resistance.)

## The contact and its two resistances

A contact of length $d$ and width $W$ covers $0<x<d$. The layer beneath it has sheet resistance $R_{sk}$, and the interface has specific contact resistance $\rho_c$ (resistance times area). The metal is an equipotential and serves as zero of potential. A current $I$ enters the layer at $x=0$, and none leaves it at $x=d$, so all of it goes into the metal. With $V(x)$ the potential of the layer, define

$$R_f=\frac{V(0)}{I},\qquad R_e=\frac{V(d)}{I},\qquad L_T=\sqrt{\frac{\rho_c}{R_{sk}}}.$$

$R_f$ is the front resistance, $R_e$ the end resistance and $L_T$ the transfer length. The claim is

$$\frac{R_e}{R_f}=\operatorname{sech}\frac{d}{L_T},\qquad\text{hence}\qquad L_T=\frac{d}{\operatorname{arccosh}(R_f/R_e)} .$$

It is assumed that $R_{sk}$ and $\rho_c$ are uniform, that the interface is ohmic, that the layer is thin compared with $L_T$, and that the contact spans the full width of the layer.

## First derivation: the potential beneath the metal

Let $i(x)$ be the current in the layer, positive towards $+x$. A piece of length $dx$ has resistance $R_{sk}\,dx/W$, and the potential falls along the current. The same piece loses the current $W\,dx\,V/\rho_c$ to the metal. Therefore

$$\frac{dV}{dx}=-\frac{R_{sk}}{W}\,i,\qquad \frac{di}{dx}=-\frac{W}{\rho_c}\,V .$$

Differentiating the first equation and inserting the second, the two minus signs cancel and so does $W$:

$$\frac{d^2V}{dx^2}=\frac{R_{sk}}{\rho_c}V=\frac{V}{L_T^2}.$$

The general solution, written from the far end, is

$$V=A\cosh\frac{d-x}{L_T}+B\sinh\frac{d-x}{L_T}.$$

The current is $i=-(W/R_{sk})\,dV/dx$. Differentiating $d-x$ supplies another minus sign, so that

$$i=\frac{W}{R_{sk}L_T}\left[A\sinh\frac{d-x}{L_T}+B\cosh\frac{d-x}{L_T}\right].$$

At $x=d$ this is $WB/(R_{sk}L_T)$, and the open far end requires $B=0$. The ratio follows before $A$ is known:

$$\frac{R_e}{R_f}=\frac{V(d)}{V(0)}=\frac{A}{A\cosh(d/L_T)}=\operatorname{sech}\frac{d}{L_T}.$$

Since $\cosh u$ rises steadily for $u>0$, each ratio between 0 and 1 belongs to one value of $u=d/L_T$, and the inversion is unique.

The condition $i(0)=I$ fixes $A=IR_{sk}L_T/(W\sinh u)$. With $R_{sk}L_T=\sqrt{R_{sk}\rho_c}$ and $Z=\sqrt{R_{sk}\rho_c}/W$,

$$R_f=Z\coth u,\qquad R_e=\frac{Z}{\sinh u}.$$

Each resistance depends on the sheet resistance through $Z$ as well as through $L_T$. The ratio has lost $Z$, and this is why $R_{sk}$ need not be known.

## Second derivation: growing the contact

The result can also be found without the potential profile. Regard $R_f(\ell)$ and $R_e(\ell)$ as functions of the contact length $\ell$, and add a thin slice of length $\delta$ at the front.

Let $V_1$ be the potential at the old front edge and $I_1=V_1/R_f$ the current entering the old contact. To first order in $\delta$ the slice passes $W\delta V_1/\rho_c=W\delta R_fI_1/\rho_c$ to the metal. The total current is thus $I=I_1(1+W\delta R_f/\rho_c)$, or

$$I_1=I\left(1-\frac{W\delta}{\rho_c}R_f\right)+O(\delta^2).$$

The far end sees only the current $I_1$, so its potential is $R_eI_1$. The new front potential is $R_fI_1$ plus the drop $R_{sk}\delta I/W$ along the slice. Dividing by $I$ and letting $\delta\to0$,

$$\frac{dR_e}{d\ell}=-\frac{W}{\rho_c}R_fR_e,\qquad
\frac{dR_f}{d\ell}=\frac{R_{sk}}{W}-\frac{W}{\rho_c}R_f^2 .$$

Now form $q=R_f/R_e$. By the quotient rule,

$$\frac{dq}{d\ell}=\frac{1}{R_e}\frac{dR_f}{d\ell}-\frac{R_f}{R_e^2}\frac{dR_e}{d\ell}
=\frac{R_{sk}}{WR_e}-\frac{WR_f^2}{\rho_cR_e}+\frac{WR_f^2}{\rho_cR_e}
=\frac{R_{sk}}{WR_e}.$$

The quadratic terms cancel. Differentiating once more, with $R_{sk}$ constant,

$$\frac{d^2q}{d\ell^2}=-\frac{R_{sk}}{WR_e^2}\frac{dR_e}{d\ell}
=\frac{R_{sk}}{\rho_c}\frac{R_f}{R_e}=\frac{q}{L_T^2}.$$

Two starting values are needed. The current in the layer nowhere exceeds $I$, so the potential drop along the contact is at most $IR_{sk}\ell/W$. The whole current crosses the interface, so the mean of $V$ is $I\rho_c/(W\ell)$. The lowest potential, at the far end, lies below this mean by no more than the drop:

$$R_e\ge\frac{\rho_c}{W\ell}-\frac{R_{sk}\ell}{W}\;\longrightarrow\;\infty\quad(\ell\to0).$$

Hence $q-1=(R_f-R_e)/R_e\to0$ and $dq/d\ell=R_{sk}/(WR_e)\to0$. The solution with $q(0)=1$ and $q'(0)=0$ is

$$\frac{R_f}{R_e}=q=\cosh\frac{\ell}{L_T},$$

which at $\ell=d$ is the claim. The separate resistances come along: $q'=\sinh(\ell/L_T)/L_T=R_{sk}/(WR_e)$ gives $R_e=R_{sk}L_T/(W\sinh u)$ at $\ell=d$, and $R_f=qR_e$, as before.

## What each derivation assumes

Both need a thin layer, an equipotential metal and a current that flows along $x$ alone. They use the remaining assumptions at different places.

**Ohmic interface.** The first derivation could begin with any law $J(V)$ for the current density into the metal, which would give $V''=R_{sk}J(V)$. Linearity enters when $J=V/\rho_c$ is inserted. The second needs linearity from the outset, because it describes the old contact by two numbers that do not depend on the current.

**Uniformity.** The first uses it to obtain an equation with constant coefficients. In the second, the two growth equations hold with the local $R_{sk}$ and $\rho_c$ of the added slice. Uniformity enters when $q'$ is differentiated and the result is solved as a hyperbolic cosine. In a non-uniform contact $d/\operatorname{arccosh}(R_f/R_e)$ can still be computed, but it is an effective length, which can differ with the edge at which the current enters, and no longer $\sqrt{\rho_c/R_{sk}}$ at a definite place.

**Open far end.** In the first derivation this is the condition $B=0$. In the second it is hidden in the start, where the whole current of a very short contact enters the metal. The first shows readily what happens if it fails. Let a load $R_L$ to the metal potential hang on the far end. Then $i(d)=V(d)/R_L$, with $V(d)=A$ and $i(d)=WB/(R_{sk}L_T)=B/Z$, so $B/A=Z/R_L$ and

$$\frac{V(0)}{V(d)}=\cosh u+\frac{Z}{R_L}\sinh u .$$

The ratio is too large, and the inferred $L_T$ too small. To first order $u$ rises by $Z/R_L$, so $\delta L_T/L_T=-Z/(R_Lu)=-\rho_c/(WdR_L)$. The load is harmless when $R_L\gg Z/u=\rho_c/(Wd)$; for a short contact $R_L\gg Z$ is not enough.

The first route also yields the profile $V(x)$; the second gives terminal quantities alone.

## Obtaining the two resistances

Take three equal contacts in a row with gaps $g_1$ and $g_2$, and let $R_{sh}$ be the sheet resistance in the gaps. Voltages are sensed on the metals themselves, so leads do not count. Then

$$R_{12}=2R_f+\frac{R_{sh}g_1}{W},\qquad R_{23}=2R_f+\frac{R_{sh}g_2}{W}.$$

Their difference gives $R_{sh}$, and then either one gives $R_f$. Setting the resistance to zero gives a gap of $-2R_fW/R_{sh}$. Half its magnitude is

$$\frac{R_fW}{R_{sh}}=L_T\,\frac{R_{sk}}{R_{sh}}\coth u,$$

where $R_fW=R_{sk}L_T\coth u$ was used. This equals $L_T$ if $R_{sk}=R_{sh}$ and the contact is long.

For $R_e$, drive $I$ from contact 1 to contact 2 and measure the voltage of contact 3 against contact 2. No current flows beyond contact 2, so contact 3 takes the potential of its far edge, and the voltage is $R_eI$.

Resistances alone also suffice. Drive $I$ from contact 1 to contact 3 with contact 2 floating. Contact 2 then receives $+I$ at its left edge and $-I$ at its right. By superposition and mirror symmetry, its edges lie at $(R_f-R_e)I$ and $-(R_f-R_e)I$ relative to its metal. Hence

$$R_{13}=2R_f+\frac{R_{sh}(g_1+g_2)}{W}+2(R_f-R_e),\qquad R_e=\frac{R_{12}+R_{23}-R_{13}}{2},$$

since $R_{12}+R_{23}=4R_f+R_{sh}(g_1+g_2)/W$.

Once $L_T$ is known, $R_{sk}=\rho_c/L_T^2$ turns $R_fW=R_{sk}L_T\coth u$ into

$$\rho_c=R_fWL_T\tanh u,$$

and $R_{sk}$ follows as a result.

## A worked contact

Take $\rho_c=10^{-8}$ ohm cm² = 1 ohm µm², $R_{sk}=150$ and $R_{sh}=100$ ohm per square, $d=120$ nm, $W=1$ µm, and gaps of 200 and 400 nm. A resistor network of the three contacts supplies the terminal values $R_{12}=47.231$, $R_{23}=67.231$ and $R_{13}=102.566$ ohm. From here on, only these values and the geometry are used.

The slope gives $R_{sh}=(67.231-47.231)/0.2=100$ ohm per square. Then $R_f=(47.231-20)/2=13.62$ ohm, and $R_e=(47.231+67.231-102.566)/2=5.948$ ohm, equal to the network's end voltage per unit current. The inversion is

$$\frac{R_f}{R_e}=2.289,\qquad u=\operatorname{arccosh}2.289=1.470,\qquad L_T=\frac{120\ \text{nm}}{1.470}=81.6\ \text{nm}.$$

With $\tanh u=0.8995$, $\rho_c=13.616\times0.08165\times0.8995=1.00$ ohm µm². Then $R_{sk}=1.00/0.08165^2=150$ ohm per square. The inputs are recovered. The network shares the one-dimensional model, so this confirms the extraction and not the model's assumptions.

## Long and short contacts

For $u\gg1$, $R_f\to Z$ and $R_e\to2Ze^{-u}$, so $L_T\approx d/\ln(2R_f/R_e)$. The end voltage becomes exponentially small and is lost in noise.

For $u\ll1$, use $\coth u\approx1/u+u/3$ and $1/\sinh u\approx1/u-u/6$, with $Z/u=\rho_c/(Wd)$ and $Zu=R_{sk}d/W$:

$$R_f\approx\frac{\rho_c}{Wd}+\frac{R_{sk}d}{3W},\qquad R_e\approx\frac{\rho_c}{Wd}-\frac{R_{sk}d}{6W}.$$

The interface resistance dominates both. Their difference, $R_{sk}d/(2W)$, is half the layer's resistance, because the layer current falls nearly linearly to zero and averages $I/2$. The ratio is $1-u^2/2$, and $L_T$ rests on a small departure from one.

How strongly an error in the ratio affects $L_T$ depends on the contact length. With $r=R_e/R_f=\operatorname{sech}u$, $\delta r/r=-\tanh u\,\delta u$. At fixed $d$, $\delta L_T/L_T=-\delta u/u$, so

$$\frac{\delta L_T}{L_T}=\frac{1}{u\tanh u}\,\frac{\delta r}{r}.$$

In the example an error of 1% in the ratio shifts $L_T$ by 0.76%. For a fixed relative error this factor falls steadily as $u$ grows, and there is no best length. If instead the absolute error $\delta r$ is the same for all lengths, the factor to be minimized is $\cosh u/(u\tanh u)=\cosh^2u/(u\sinh u)$. Setting its logarithmic derivative to zero gives

$$2\tanh u=\frac1u+\coth u,\qquad u=1.463 .$$

Under that condition on the error, a contact about one and a half transfer lengths long is best, and the example lies close to it.

## Finite depth

In a layer of depth $t$ the current must also rise to the metal. Let $z$ be the depth below the interface, and $J$ the current density into the metal. If current converges evenly over the depth, the upward density is $J(1-z/t)$. The bulk resistivity is $R_{sk}t$, so the potential exceeds its surface value by $R_{sk}tJ(z-z^2/2t)$. Its mean over the depth is $R_{sk}tJ(t/2-t/6)=R_{sk}t^2J/3$. The mean potential therefore sees an interface resistance $\rho_c+R_{sk}t^2/3$, and to leading order in $t/L_T$ the ratio returns

$$L_T'=\sqrt{L_T^2+t^2/3}.$$

For $t=30$ nm this is $\sqrt{81.65^2+300}=83.5$ nm, a shift of +2.2% relative to $L_T$. A two-dimensional conduction calculation gives +2.1%. The formula omits the uneven convergence near the contact edges, so it also needs $t\ll d$: the two-dimensional shift is about +1.6% at $d=30$ nm and +1.2% at $d=15$ nm. The extracted $\rho_c$ absorbs most of the added term and is about 4% too high in the example.

## The real case

The parameters are rough typical values for a silicide contact on heavily doped n-type silicon. Forming the silicide consumes doped silicon, which is a reason for $R_{sk}$ to exceed $R_{sh}$. Real contacts break several assumptions, with these shifts of the extracted $L_T$ relative to 81.65 nm, each taken alone:

- A layer 30 nm deep: +2.1%, for a flat contact with the same depth everywhere and a higher resistivity beneath the metal. If instead the higher $R_{sk}$ comes from a silicide sunk 15 nm into a 45 nm layer, and its sidewalls have the same $\rho_c$, the far sidewall is a load $R_L=1/0.015=67$ ohm. The load formula gives the ratio $2.289+0.184\times2.059=2.667$, so $u=1.637$ and the shift is about −10%. The formula for $\rho_c$, which knows no sidewalls, then returns about 0.77 ohm µm² in a two-dimensional calculation, where the shift of $L_T$ is −10.6%.
- Both gaps 10 nm longer than believed: −2.6%. The slope is unchanged, but $R_f$ appears larger by $100\times0.01/2=0.5$ ohm. This keeps $d$ correct. If the cause is a shift of the metal edges, the contacts are also 10 nm shorter than believed, and the shift is +6.0%; edges shifted the other way give −5.2%.
- A metal of 2 ohm per square, with current and voltage taken at one edge: +0.6% at the entry edge, +0.4% at the far edge. These values take $R_f$ and $R_e$ on one contact; the three-contact procedure with all contacts tapped on the same side gives +0.5%. A silicide only 15 nm thick, without further metal on it, has nearer 10 ohm per square, which gives +2.6% in the three-contact procedure, and +3.1% or +2.1% on one contact tapped at the entry or the far edge. All this assumes the metal is fed evenly along its whole width. A strip fed from one end has $2\times1/0.12=17$ ohm along $W$, more than $R_f$, and the shift is then tens of percent, its sign depending on where the voltage is sensed.
- A rectifying interface, $J=(V_T/\rho_c)(e^{V/V_T}-1)$, with the thermal voltage $V_T=25.85$ mV at 300 K as an assumed scale: −0.69% and +0.72% for the two directions of 0.1 mA. Averaging over both removes the part odd in the current and leaves 0.01%. These values take $R_f$ and $R_e$ on one contact in one direction. In $R_{12}$ one contact is forward and the other reverse, so the extracted $R_f$ is already averaged and only $R_e$ changes with direction; the shifts are then about −1.6% and +1.7%, with mean 0.03%. The law is a stand-in. It is forward for a positive layer, as on p-type silicon; on n-type the two directions are exchanged. Moreover, 150 ohm per square over 30 nm means, for phosphorus, a doping near $3\times10^{20}$ cm⁻³, where the contact conducts by tunnelling, with an energy scale several times the thermal one.

Non-uniform interfaces and current flowing around a contact narrower than the layer are not sized here. Scaled transistors call for specific contact resistances nearer $10^{-9}$ ohm cm². At the same $R_{sk}$ the transfer length would be $81.65/\sqrt{10}=26$ nm, less than the 30 nm depth. The layer is then no longer thin, and the uncorrected ratio overstates $L_T$ by about 20%: the depth formula gives $\sqrt{25.8^2+300}=31.1$ nm. For a flat contact 120 nm long a two-dimensional calculation gives 31.0 nm, within a percent of this, while the extracted $\rho_c$ comes out about 40% too high. For contacts as short as the layer is deep the formula overcorrects: the two-dimensional values are 30.1 nm at $d=38$ nm and 29.3 nm at $d=20$ nm. The depth and the shape of the contact must then be known. The numerical output lists the inputs and the main results.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
specific contact resistance      1.0e-08 ohm cm^2
same in micrometre units         1.000 ohm um^2
sheet resistance under metal     150.0 ohm/sq
sheet resistance in gaps         100.0 ohm/sq
contact length                   120.0 nm
contact width                    1.00 um
gaps                             200, 400 nm
current                          0.10 mA
temperature                      300 K
FORMULAS
transfer length from parameters  81.65 nm
contact length/transfer length   1.4697
sqrt(sheet*rho_c)/width          12.247 ohm
front resistance, formula        13.616 ohm
end resistance, formula          5.948 ohm
sech(length/transfer length)     0.4369
SIMULATED MEASUREMENT (resistor network)
R12                              47.231 ohm
R23                              67.231 ohm
R13, middle contact floating     102.566 ohm
extracted gap sheet resistance   100.00 ohm/sq
extracted front resistance       13.616 ohm
end resistance, voltmeter        5.948 ohm
end resistance, (R12+R23-R13)/2  5.948 ohm
end/front                        0.4369
extracted transfer length        81.65 nm
extracted rho_c                  1.000e-08 ohm cm^2
extracted sheet under metal      150.00 ohm/sq
false length from intercept      136.16 nm
worst relative error, all cases  3.3e-05
ERRORS AND NEGLECTED EFFECTS (shift of extracted transfer length)
ratio error of 1 percent gives   0.756 percent
best length/transfer length      1.463
layer depth assumed              30 nm
finite depth, 2D calculation     +2.09 percent
finite depth, leading formula    +2.23 percent
metal sheet resistance assumed   2.0 ohm/sq
metal tapped at entry edge       +0.63 percent
metal tapped at far edge         +0.43 percent
interface voltage at entry edge  1.362 mV
thermal voltage                  25.85 mV
rectifying, forward current      -0.687 percent
rectifying, reverse current      +0.715 percent
rectifying, mean of both         +0.0137 percent
gap length error assumed         10 nm
front resistance with gap error  14.116 ohm
gap length error                 -2.64 percent
```
